# The Coulomb Green function at the origin: divergences, levels and Sommerfeld factor

## An infinite second-order shift

Add a contact interaction $C\,\delta^3(\mathbf r)$ to a Coulomb Hamiltonian, as an effective theory does to represent unresolved short-distance physics. To first order an s level moves by $C|\psi_n(0)|^2$. To second order it moves by
$$-C^2|\psi_n(0)|^2\sum_{j\neq n}\frac{|\psi_j(0)|^2}{E_j-E_n},$$
where the sum includes the continuum. This sum diverges. It is the Coulomb Green function with both points at the origin, less its pole at $E_n$. To use the contact interaction beyond first order, one must know how this function diverges and whether the infinite part depends on energy.

Set $\hbar=1$ and take
$$H=\frac{\mathbf p^2}{2m}-\frac{\alpha}{r},\qquad G(\mathbf r,\mathbf r';E)=\langle\mathbf r|(H-E)^{-1}|\mathbf r'\rangle,$$
with $m$ the reduced mass and $\alpha>0$ for attraction. Define
$$\kappa=\sqrt{-2mE},\quad \mathrm{Re}\,\kappa>0,\qquad \nu=\frac{m\alpha}{\kappa}.$$
Positive energies are reached later as a limit. Everything below concerns this non-relativistic, purely Coulombic model.

## The radial problem

Put one point at the origin. The source is then spherically symmetric, so $G$ depends on $r$ alone. Write
$$G(r,0;E)=\frac{m}{2\pi r}\,u(r).$$
Away from the source $(H-E)G=0$, and $\nabla^2(u/r)=u''/r$, so
$$u''=\left(\kappa^2-\frac{2m\alpha}{r}\right)u .$$
At the source, $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$ gives
$$-\frac{1}{2m}\nabla^2\frac{m\,u(0)}{2\pi r}=u(0)\,\delta^3(\mathbf r).$$
The equation $(H-E)G=\delta^3$ thus requires $u(0)=1$. The second condition is decay at infinity.

With $z=2\kappa r$ the equation becomes $u_{zz}=(\tfrac14-\nu/z)u$. Substituting $u=ze^{-z/2}F(z)$ gives
$$zF''+(2-z)F'-(1-\nu)F=0 .$$
For $\mathrm{Re}\,\nu<1$ a solution is
$$F(z)=\int_0^\infty e^{-zt}g(t)\,dt,\qquad g(t)=\left(\frac{1+t}{t}\right)^{\nu}.$$
To check it, note that each derivative of $F$ brings down $-t$. The left side becomes
$$\int_0^\infty e^{-zt}\big[z\,t(1+t)-(1+2t-\nu)\big]g\,dt .$$
Replace $ze^{-zt}$ by $-\tfrac{d}{dt}e^{-zt}$ and integrate by parts. The boundary terms vanish, since $t(1+t)g\sim t^{1-\nu}$ at small $t$ and the exponential wins at large $t$. Because $g'=-\nu g/[t(1+t)]$,
$$\frac{d}{dt}\big[t(1+t)g\big]=(1+2t-\nu)g,$$
and the integrand cancels.

At large $z$ small $t$ dominates, so $F\to\Gamma(1-\nu)z^{\nu-1}$ and $u\to\Gamma(1-\nu)z^\nu e^{-z/2}$. This is the decaying solution, $u=\Gamma(1-\nu)W_{\nu,1/2}(z)$ in Whittaker's notation.

## Expansion at small distance

Split $g=1+\nu/(1+t)+\rho(t)$. Since $g=1+\nu/t+O(t^{-2})$ at large $t$, the remainder $\rho$ falls as $t^{-2}$ and is integrable. The three pieces are as follows.

The first gives $\int_0^\infty e^{-zt}dt=1/z$.

For the second, integrate by parts and set $s=zt$:
$$\int_0^\infty\frac{e^{-zt}}{1+t}dt=\int_0^\infty e^{-s}\ln\!\left(1+\frac sz\right)ds=-\ln z-\gamma+O(z\ln z).$$
Here $\int_0^\infty e^{-s}\ln s\,ds=-\gamma$, with $\gamma$ Euler's constant.

For the third, set $z=0$ and $x=t/(1+t)$, so that $dt=dx/(1-x)^2$:
$$R=\int_0^1\frac{x^{-\nu}-1-\nu(1-x)}{(1-x)^2}\,dx .$$
Use $x/(1-x)$ as the antiderivative of $1/(1-x)^2$. The boundary terms vanish at $x=1$, where the numerator is of second order in $1-x$, and at $x=0$ for $\mathrm{Re}\,\nu<1$. Hence
$$R=\nu\int_0^1\frac{x^{-\nu}-x}{1-x}\,dx .$$
Expanding $1/(1-x)$ in powers of $x$ and comparing with
$$\psi(a)=-\gamma+\sum_{k=0}^\infty\left(\frac1{k+1}-\frac1{k+a}\right)$$
gives $R=\nu[\psi(2)-\psi(1-\nu)]=\nu[1-\gamma-\psi(1-\nu)]$.

Adding the pieces and multiplying by $ze^{-z/2}$,
$$u=1-\frac z2-\nu z\big[\ln z+\psi(1-\nu)+2\gamma-1\big]+O(z^2\ln z).$$
Since $\nu\kappa=m\alpha$, the result is
$$\boxed{\begin{aligned}G(r,0;E)={}&\frac{m}{2\pi r}-\frac{m\kappa}{2\pi}\\&-\frac{m^2\alpha}{\pi}\big[\ln(2\kappa r)+\psi(1-\nu)+2\gamma-1\big]+O(r\ln r).\end{aligned}}$$

The restriction $\mathrm{Re}\,\nu<1$ can now be lifted. Near $z=0$ every solution combines $h=1-\nu z\ln z+O(z^2\ln z)$ and $f=z+O(z^2)$, with coefficients analytic in $\nu$ apart from the poles of $\Gamma(1-\nu)$. They are known for $\mathrm{Re}\,\nu<1$, so analytic continuation fixes them elsewhere. The formula fails at $\nu=1,2,\dots$, where $G$ itself has poles. The expansion also needs $r\ll1/|\kappa|$ and $r\ll1/(m|\alpha|)$.

The divergent terms are $m/(2\pi r)$ and $-(m^2\alpha/\pi)\ln r$. Neither coefficient depends on $E$.

## Which exchanges diverge

At fixed $\kappa$, a power of $\nu$ counts exchanges of the Coulomb potential. The Coulomb–Sturmian functions make the counting explicit:
$$S_n(r)=\sqrt{\frac{\kappa^2}{\pi n}}\;e^{-\kappa r}L^{1}_{n-1}(2\kappa r),\qquad n=1,2,\dots$$
They solve the problem at the given energy with coupling $n\kappa/m$ instead of $\alpha$, so
$$(H-E)S_n=\frac{\kappa}{m}(n-\nu)\frac{S_n}{r}.$$
For real $\kappa>0$ they are complete for s waves and orthonormal with weight $1/r$. Thus the s-wave part of $G$ is $(m/\kappa)\sum_n S_n(r)S_n(r')/(n-\nu)$. Since $L^1_{n-1}(0)=n$, we have $S_n(0)^2=n\kappa^2/\pi$, and formally
$$G(0,0)=\frac{m\kappa}{\pi}\sum_{n=1}^\infty\left[1+\frac{\nu}{n}+\frac{\nu^2}{n(n-\nu)}\right].$$
Free propagation gives the linear divergence, one exchange the logarithmic one. Two or more exchanges give a convergent sum. From the series for $\psi$,
$$\psi(1-\nu)+\gamma=\sum_{n=1}^\infty\left(\frac1n-\frac1{n-\nu}\right)=-\sum_{n=1}^\infty\frac{\nu}{n(n-\nu)},$$
so the last term sums to $-(m^2\alpha/\pi)[\psi(1-\nu)+\gamma]$. The digamma function therefore carries the repeated exchanges.

## A momentum cutoff

The divergence can also be regulated in momentum space. Let both outer momenta of $G$ be smaller than $\Lambda$. The free part is
$$\int_{p<\Lambda}\!\frac{d^3p}{(2\pi)^3}\frac{2m}{p^2+\kappa^2}=\frac{m}{\pi^2}\left[\Lambda-\kappa\arctan\frac\Lambda\kappa\right]\to\frac{m\Lambda}{\pi^2}-\frac{m\kappa}{2\pi}.$$

One exchange contains $4\pi\alpha/|\mathbf p-\mathbf q|^2$ between two free propagators. Its sign is positive, because $G=G_0-G_0VG_0+\dots$ and $V=-\alpha/r$. The angular integral is
$$\int\! \frac{d\Omega_p\,d\Omega_q}{|\mathbf p-\mathbf q|^2}=\frac{8\pi^2}{pq}\ln\left|\frac{p+q}{p-q}\right| .$$
The factors combine as $4m^2\cdot4\pi\alpha\cdot8\pi^2/(2\pi)^6=2m^2\alpha/\pi^3$. With $p=\kappa x$, $q=\kappa y$ and $X=\Lambda/\kappa$, the term is $(2m^2\alpha/\pi^3)J$, where
$$J=\int_0^X\!\!dx\int_0^X\!\!dy\,\frac{xy}{(x^2+1)(y^2+1)}\ln\left|\frac{x+y}{x-y}\right| .$$

First extend $y$ to infinity. Write the logarithm as $2\int_0^\infty\sin(xs)\sin(ys)\,ds/s$ and use $\int_0^\infty y\sin(ys)/(y^2+1)\,dy=\tfrac\pi2e^{-s}$. The $y$ integral is then $\pi\int_0^\infty e^{-s}\sin(xs)\,ds/s=\pi\arctan x$. Integrating over $x$ by parts,
$$\pi\!\int_0^X\!\frac{x\arctan x}{1+x^2}dx\to\pi\left[\frac\pi2\ln X-\frac12\int_0^\infty\!\frac{\ln(1+x^2)}{1+x^2}dx\right]=\frac{\pi^2}{2}\ln\frac X2,$$
since the last integral is $-2\int_0^{\pi/2}\ln\cos\theta\,d\theta=\pi\ln2$.

Now subtract the region $y>X$. After scaling both variables by $X$, the 1's in the denominators drop out as $X\to\infty$. With $t=x/y$, the other integration supplies $-\ln t$:
$$\int_0^1\frac{-\ln t}{t}\ln\frac{1+t}{1-t}\,dt=2\sum_{k=0}^\infty\frac{1}{(2k+1)^3}=\frac{7\zeta(3)}4 .$$
Thus one exchange gives $(m^2\alpha/\pi)[\ln(\Lambda/2\kappa)-7\zeta(3)/(2\pi^2)]$.

The rest is $G_0VGVG_0$. The function $VG_0$ created from a point source behaves as $1/r^2$ near the origin. The volume elements cancel these two factors, while the s-wave part of $G$ goes as $1/\max(r,r')$. The remaining integral $\int\!\!\int dr\,dr'/\max(r,r')$ converges at the origin, so no cutoff is needed. Altogether, up to terms that vanish as $\Lambda\to\infty$,
$$G_\Lambda=\frac{m\Lambda}{\pi^2}-\frac{m\kappa}{2\pi}+\frac{m^2\alpha}{\pi}\left[\ln\frac{\Lambda}{2\kappa}-\frac{7\zeta(3)}{2\pi^2}-\psi(1-\nu)-\gamma\right].$$

Subtract the point-split result:
$$G_\Lambda-G(r,0)\to\frac{m\Lambda}{\pi^2}-\frac{m}{2\pi r}+\frac{m^2\alpha}{\pi}\left[\ln(\Lambda r)+\gamma-1-\frac{7\zeta(3)}{2\pi^2}\right].$$
No energy appears. The constant beside the logarithm belongs to the regulator, whereas $G(E)-G(E_0)$ does not depend on which of the two is used.

This is what renormalization of the contact interaction needs. If it acts through the same cutoff, its repeated action is a geometric series,
$$C-CG_\Lambda C+\dots=\frac{1}{1/C+G_\Lambda(E)} .$$
Let $C$ depend on $\Lambda$ so that $1/C_R=1/C+G_\Lambda(E_0)$ stays fixed. The denominator becomes $1/C_R+G(E)-G(E_0)$, which is finite. The price is one input, $C_R$, at one chosen energy. Since $G_\Lambda$ grows without bound, the bare $C$ becomes negative and tends to zero whatever the sign of $C_R$. For $C_R>0$ and $E_0$ below the ground state, the denominator also vanishes at a deep negative energy, because $G(E)-G(E_0)$ falls as $-m\kappa/(2\pi)$ for large $\kappa$. This bound state, at $\kappa$ of order $2\pi/(mC_R)$ for small $C_R$, has no counterpart for a repulsive short-range force, so the resummed form describes such a force only at momenta well below that scale.

## Poles and contact densities

In the series for $\psi(1-\nu)$ the term with $k=n-1$ is singular at $\nu=n$:
$$\psi(1-\nu)=-\frac{1}{n-\nu}+\text{regular},\qquad G\simeq\frac{m^2\alpha}{\pi}\frac1{n-\nu}.$$
The condition $\nu=n$ means $\kappa_n=m\alpha/n$, hence
$$E_n=-\frac{\kappa_n^2}{2m}=-\frac{m\alpha^2}{2n^2}.$$
To convert the residue, differentiate $\nu=m\alpha(-2mE)^{-1/2}$:
$$\frac{d\nu}{dE}=\frac{m^2\alpha}{\kappa^3}\;\to\;\frac{n^3}{m\alpha^2}\quad\text{at }E_n .$$
Therefore $n-\nu\simeq(E_n-E)\,n^3/(m\alpha^2)$ and
$$G\simeq\frac{|\psi_n(0)|^2}{E_n-E},\qquad |\psi_n(0)|^2=\frac{(m\alpha)^3}{\pi n^3}.$$
This is the form the spectral representation demands, so the residue gives the probability density at the origin. States with $l>0$ vanish there and do not contribute. For repulsion $\mathrm{Re}\,\nu<0$, so $1-\nu$ never meets a pole of $\psi$ and there are no bound states.

## Above threshold

Let $E=k^2/(2m)+i0$ with $k>0$. Then $-2mE=-k^2-i0$, and the root with positive real part tends to $\kappa=-ik$. Consequently $\nu=i\eta$ with $\eta=m\alpha/k$, and $\ln\kappa=\ln k-i\pi/2$. The series for $\psi$ gives
$$\mathrm{Im}\,\psi(1-i\eta)=-\sum_{n=1}^\infty\frac{\eta}{n^2+\eta^2}=\frac1{2\eta}-\frac\pi2\coth\pi\eta,$$
by the partial-fraction series of the hyperbolic cotangent. Collect the imaginary parts:
$$\mathrm{Im}\,G=\frac{mk}{2\pi}-\frac{m^2\alpha}{\pi}\left[-\frac\pi2+\frac1{2\eta}-\frac\pi2\coth\pi\eta\right].$$
Because $m^2\alpha/\eta=mk$, the first term cancels the $1/(2\eta)$ term. What remains is
$$\mathrm{Im}\,G(0,0)=\frac{m^2\alpha}{2}(1+\coth\pi\eta)=\frac{m^2\alpha}{1-e^{-2\pi\eta}}=\frac{mk}{2\pi}S,$$
$$S=\frac{2\pi\eta}{1-e^{-2\pi\eta}} .$$

The meaning of $S$ follows from $\mathrm{Im}\,(E'-E-i0)^{-1}=\pi\delta(E'-E)$. For scattering states that have unit density without interaction,
$$\mathrm{Im}\,G=\pi\int\frac{d^3k'}{(2\pi)^3}|\psi_{k'}(0)|^2\,\delta\!\left(\frac{k'^2}{2m}-E\right)=\frac{mk}{2\pi}|\psi_k(0)|^2 .$$
So $S=|\psi_k(0)|^2$: it is the Sommerfeld factor, by which the Coulomb force changes the density at contact. The divergent terms of $G$ are real-valued and drop out of the imaginary part, so this quantity needs no renormalization.

For fast particles $S\to1+\pi\eta$. For slow attracted particles $S\to2\pi\eta$, so $\mathrm{Im}\,G\to m^2\alpha$ although the free value vanishes with $k$. For slow repelled particles $S\to2\pi|\eta|e^{-2\pi|\eta|}$, the suppression due to tunnelling.

The fast limit also explains the divergences. At large $k$ the continuum part of the spectral sum is
$$\int^\Lambda\frac{k^2dk}{2\pi^2}\,\frac{2m}{k^2}\left(1+\frac{\pi m\alpha}{k}\right)=\frac{m\Lambda}{\pi^2}+\frac{m^2\alpha}{\pi}\ln\Lambda+\dots,$$
with the same two coefficients as before.

## Positronium in numbers

Take positronium in atomic units, with $m=1/2$ and $\alpha=1$. Relativistic, radiative and annihilation effects are left out. Values of $G$ are in $1/(\text{hartree bohr}^3)$.

At $E=-0.1$ hartree, $\kappa=\sqrt{0.1}=0.3162$ per bohr and $\nu=0.5/0.3162=1.581$, between the first two poles. At $r=0.001$ bohr the linear, $\kappa$, logarithmic and remaining terms add to
$$79.577-0.025+0.586+0.044=80.182.$$
Without rounding the terms first, the sum is 80.1826. Direct integration of the radial equation gives 80.1822. The expansion error falls from 0.017 at $r=0.1$ bohr to 0.0027 and 0.0004 at the next two distances. Each tenfold reduction of $r$ gains less than a factor of ten, consistent with an error of order $r\ln r$.

The one-exchange cutoff integral, in units of $m^2\alpha/\pi$, is 5.7896 by quadrature at $\Lambda/\kappa=1000$, against 5.7883 from the asymptotic formula. The complete $G_\Lambda$ was tested at $\nu=0.5$ by a Sturmian sum in which each function keeps only momenta below $\Lambda$. The sum and formula differ by 0.0048 at $\Lambda/\kappa=100$ and by 0.0016 at 400, while $G_\Lambda$ itself grows from 5.37 to 20.68.

The lowest pole lies at $-0.5/2=-0.25$ hartree, or $-6.803$ eV. Its residue gives a density $(0.5)^3/\pi=0.0398$ per cubic bohr. Diagonalization of $H$ in a finite basis reproduces both, and also the values for $n=2$ and 3.

At $k=0.5$ per bohr, $\eta=1$ and $S=2\pi/(1-e^{-2\pi})=6.295$. Reversing the sign of $\alpha$ gives $S=0.0118$, smaller by $e^{2\pi}$. The corresponding imaginary parts are 0.2505 and 0.0005. Their difference is $m^2|\alpha|=0.25$, as the formula requires.

Finally, compare $E=-0.1$ with $E_0=-1$ hartree. In the spectral difference each state is weighted by $1/(E'-E)-1/(E'-E_0)$, which falls as $E'^{-2}$, so the sum converges. The ground state lies below $E$ and contributes
$$0.03979\left(\frac1{-0.15}-\frac1{0.75}\right)=-0.318 .$$
The higher bound states contribute positively and bring the bound total to $-0.1560$. The continuum, weighted by $S$, adds $0.2022$. The result, $0.0462$, agrees with the difference of the closed formula. Levels, contact densities and Sommerfeld factor together thus determine the energy dependence that survives renormalization. The remaining values are in the numerical output.

## Computed values

```
Positronium, non-relativistic Coulomb level, atomic units
G unit: 1/(hartree bohr^3)
reduced mass = 0.5 m_e, alpha = 1.0 hartree bohr
E = -0.1 hartree: kappa = 0.316228 1/bohr, nu = 1.581139
psi(1-nu) = -0.708886
r = 0.1 bohr: G radial eq. = 1.017314, expansion = 1.034424
r = 0.01 bohr: G radial eq. = 8.376970, expansion = 8.379630
r = 0.001 bohr: G radial eq. = 80.182231, expansion = 80.182589
at r = 0.001 bohr: linear term = 79.577472
  kappa term = -0.025165
  log term = 0.586160
  psi term with constants = 0.044122
cutoff constant 7 zeta(3)/(2 pi^2) = 0.426278
one exchange / (m^2 alpha/pi), Lambda/kappa = 1000:
  quadrature = 5.789603, formula = 5.788330
full cutoff G at kappa = 1.0 1/bohr, nu = 0.5:
  Lambda/kappa = 100: sum = 5.36935, formula = 5.37419
  Lambda/kappa = 400: sum = 20.68112, formula = 20.68268
s levels: pole of G, diagonalization; density from residue, diag.
  n=1: -0.2500000, -0.2500000 hartree; 0.0397887, 0.0397887 1/bohr^3
       level = -6.80285 eV
  n=2: -0.0625000, -0.0625000 hartree; 0.0049736, 0.0049736 1/bohr^3
       level = -1.70071 eV
  n=3: -0.0277778, -0.0277778 hartree; 0.0014737, 0.0014737 1/bohr^3
       level = -0.75587 eV
attractive, k = 0.5 1/bohr, eta = 1:
  Im G = 0.250468; S radial eq. = 6.29491, formula = 6.29494
repulsive, k = 0.5 1/bohr, eta = -1:
  Im G = 0.000468; S radial eq. = 0.01176, formula = 0.01176
E at this k = 0.2500 hartree
attractive Im G at k = 0.01 1/bohr: 0.250000
G(-0.1) - G(-1.0), energies in hartree:
  bound = -0.1559973, continuum = 0.2021873
  spectral sum = 0.0461900, formula = 0.0461900
```
